# Ballistic lower bound on contact resistivity for a single isotropic valley

## Problem

A degenerate n-type semiconductor has one isotropic conduction valley, twofold spin and a bulk electron density $n=10^{20}\ \mathrm{cm^{-3}}$. A wide, flat interface joins it to a metal, and current flows normal to the interface under a small bias.

(a) Find the smallest contact resistivity that the interface can have at zero temperature, and evaluate it.

(b) How does the result depend on the effective mass and on temperature at fixed density?

(c) How much of this resistance belongs to one contact when contact resistance is found by extrapolating the resistance of long samples to zero length?

(d) Estimate the resistivity when the metal is a free-electron metal, first without a barrier and then with a depletion barrier. Compare also with the six valleys of silicon at the same total density.

**Conventions.** The algebra uses atomic units, $\hbar=e=m_0=1$, where $e$ is the magnitude of the electron charge. The contact resistivity $\rho$ is the voltage divided by the current density. In (a), (b) and (d) the voltage is the difference between the electrochemical potentials of the two incoming populations: electrons arriving from the metal and electrons arriving from the semiconductor. This choice matters, as (c) shows.

## Solution

### (a) The bound

**Fermi wave number.** A volume $\Omega$ contains $\Omega/(2\pi)^3$ allowed wave vectors per unit volume of $k$-space. Filling a sphere of radius $k_F$ with two spins gives

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2 n)^{1/3}.
$$

With $n=0.1\ \mathrm{nm^{-3}}$, $k_F=(2.961)^{1/3}\ \mathrm{nm^{-1}}=1.436\ \mathrm{nm^{-1}}$.

**Number of channels.** Let $z$ be the interface normal and $\mathbf k_\parallel$ the transverse wave vector. At the Fermi energy, each $\mathbf k_\parallel$ with $k_\parallel<k_F$ has one state moving towards the interface, with $|k_z|=\sqrt{k_F^2-k_\parallel^2}$. An area $A$ has $A/(2\pi)^2$ transverse wave vectors per unit area of $k$-space, so the number $M$ of channels per spin obeys

$$
\frac MA=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi}.
$$

This is $0.1641\ \mathrm{nm^{-2}}$ here.

**Current in one channel.** A channel carries electrons at velocity $v_z=\partial E/\partial k_z$, and its density of states per unit length is $dk_z/(2\pi)$. Let $T$ be the probability that an electron incident from the semiconductor enters the metal, summed over all final metal states. The opposite flow is weighted by the same total transmission at each energy, since the two currents must cancel in equilibrium. If $f_1$ and $f_2$ are the occupations of the incoming populations on the more and less filled sides, the net particle current per spin, summed over channels, has contributions

$$
I=\int\frac{dk_z}{2\pi}\,v_z\,T\,(f_1-f_2)
=\frac1{2\pi}\int dE\,T\,(f_1-f_2)=\frac{T\,V}{2\pi}.
$$

The velocity has cancelled the density of states. The last step uses a bias $V$ small enough for $T$ to be constant across the energy window, whose width is $V$ in these units. Two spins give a conductance $T/\pi$ per channel, which is $(2e^2/h)T$ in ordinary units.

**Sum over channels.** Let $\langle T\rangle$ denote the average over the disc $k_\parallel<k_F$. Then

$$
\frac GA=\frac1\pi\,\frac{k_F^2}{4\pi}\,\langle T\rangle,
\qquad
\rho=\frac AG=\frac{4\pi^2}{k_F^2\langle T\rangle}.
$$

The flux that leaves an incident channel cannot exceed the flux that enters it. Hence $T\le1$ for every channel, and

$$
\boxed{\;\rho\ \ge\ \rho_{\min}=\frac{4\pi^2}{k_F^2}=\frac{4\pi^2}{(3\pi^2n)^{2/3}}\;}
$$

Equality requires perfect transmission in every channel. The metal must therefore supply enough open states to receive them all.

In ordinary units the factor $1/\pi$ becomes $2e^2/h=77.48\ \mu\mathrm S$, so

$$
\rho_{\min}=\frac{1}{(77.48\times10^{-6}\ \mathrm S)(0.1641\ \mathrm{nm^{-2}})}
=7.87\times10^{-10}\ \Omega\,\mathrm{cm^2},
$$

where $1\ \mathrm{nm^2}=10^{-14}\ \mathrm{cm^2}$. The bound is thus about $8\times10^{-10}\ \Omega\,\mathrm{cm^2}$. A square contact of side 20 nm has about 66 channels per spin and a resistance of at least about 197 Ω, if the wide-area count is still used at that size.

The resistance remains finite although nothing is reflected, because a finite density fills a finite number of channels. It falls only as $n^{-2/3}$: a tenfold increase in density lowers it by a factor of 4.64.

### (b) Mass and temperature

At zero temperature the mass does not appear. A heavier mass slows the electrons but raises the density of states in the same proportion. Nonparabolicity drops out too, provided that the band stays isotropic and rises with $k$: the density fixes $k_F$, and $k_F$ fixes the number of channels. A direct integral of velocity over the occupied states, for a band obeying $E(1+\alpha E)=k^2/2m$ with $\alpha=0.5\ \mathrm{eV^{-1}}$, returns the same $7.87\times10^{-10}\ \Omega\,\mathrm{cm^2}$.

The mass returns through the Fermi energy when the temperature $\Theta$ is finite. For a parabolic band, $k^2=2mE$, so the channel density at energy $E$ is $mE/(2\pi)$. With perfect transmission,

$$
\frac GA=\frac1\pi\int_0^\infty\frac{mE}{2\pi}\left(-\frac{\partial f}{\partial E}\right)dE
=\frac{m}{2\pi^2}\int_0^\infty f\,dE
=\frac{m\,k_B\Theta}{2\pi^2}\ln(1+e^{\eta}),
$$

where $\eta=\mu/k_B\Theta$ and $\mu$ is the chemical potential measured from the band edge. The second form follows by integrating by parts; the boundary terms vanish. At zero temperature the same expression is $mE_F/(2\pi^2)$. With $t=k_B\Theta/E_F$,

$$
\frac{\rho(\Theta)}{\rho_{\min}}=\frac1{t\ln(1+e^\eta)}.
$$

The density, proportional to $\int E^{1/2}f\,dE$, is held fixed. Its low-temperature expansion gives

$$
\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_B\Theta}{\mu}\right)^2\right]\simeq E_F^{3/2}
\quad\Longrightarrow\quad
\mu\simeq E_F\left(1-\frac{\pi^2t^2}{12}\right).
$$

For $\eta\gg1$, $t\ln(1+e^\eta)\simeq\mu/E_F$. The resistivity is therefore raised by the fraction $\pi^2t^2/12$ to leading order.

For a mass of $0.2\,m_0$, $E_F=k_F^2/2m=0.393$ eV. Solving the density condition numerically gives an increase of 0.36% at 300 K and 0.65% at 400 K. Temperature is negligible for this estimate. At lower density it matters more, because $t\propto n^{-2/3}$ and the leading correction grows as $n^{-4/3}$; at $10^{19}\ \mathrm{cm^{-3}}$ the bound rises by 8% at 300 K and 13% at 400 K.

### (c) What a long sample assigns to one contact

Put a semiconductor of length $L$ between two perfect contacts. In a two-stream description, let $j_+$ and $j_-$ be the right- and left-moving fluxes, scaled so that the left contact injects 1 and the right contact injects 0. If scattering exchanges the streams over a length $\lambda$,

$$
\frac{dj_+}{dx}=-\frac{j_+-j_-}{\lambda},\qquad
\frac{dj_-}{dx}=-\frac{j_+-j_-}{\lambda}.
$$

Subtracting shows that the net flux $J=j_+-j_-$ is constant, so $j_+(x)=1-Jx/\lambda$. At the right end $j_-(L)=0$, hence $j_+(L)=J$, and

$$
J=1-\frac{JL}{\lambda}\quad\Longrightarrow\quad J=\frac1{1+L/\lambda},
\qquad RA=\rho_{\min}\left(1+\frac L\lambda\right).
$$

The part proportional to $L$ must equal $L/\sigma$, where $\sigma$ is the bulk conductivity, so $\lambda=\sigma\rho_{\min}$. For isotropic scattering with relaxation time $\tau$ and mean free path $\ell=k_F\tau/m$,

$$
\sigma=\frac{n\tau}{m}=\frac{n\ell}{k_F}=\frac{k_F^2\ell}{3\pi^2},
\qquad
\lambda=\frac{k_F^2\ell}{3\pi^2}\,\frac{4\pi^2}{k_F^2}=\frac{4\ell}{3}.
$$

A mobility of $50\ \mathrm{cm^2/Vs}$ gives $\ell=4.73$ nm and $\lambda=6.30$ nm. The ballistic bound equals the resistance of about 6 nm of this material.

At $L=0$ the two-stream formula leaves one $\rho_{\min}$ for the whole sample, or one half per contact. The two streams ignore how the electrons are distributed in angle. The fuller kinetic equation is

$$
c\,\ell\,\frac{\partial g}{\partial x}=\bar g-g,\qquad
\bar g=\frac12\int_{-1}^{1}g\,dc,
$$

where $c$ is the cosine of the angle to the normal and $g(x,c)$ is the occupation. Its numerical solution at $L=8\ell$ and $16\ell$ gives

$$
\frac{RA}{\rho_{\min}}\simeq1.066+0.750\,\frac L\ell .
$$

The slope agrees with $\ell/\lambda=3/4$, and the intercept is slightly above 1. As a separate test at $L=2\ell$, the kinetic equation transmits 0.390 of the injected flux and a simulation of random walks transmits 0.389.

Each perfect contact therefore receives $0.533\,\rho_{\min}=4.19\times10^{-10}\ \Omega\,\mathrm{cm^2}$. An extrapolated value below $7.87\times10^{-10}\ \Omega\,\mathrm{cm^2}$ does not by itself violate the bound in (a): it measures a different voltage.

### (d) Imperfect transmission and several valleys

**Metal without a barrier.** Take a free-electron metal with a Fermi energy of 7 eV. Its Fermi wave number, $13.55\ \mathrm{nm^{-1}}$, far exceeds that of the semiconductor, so every channel has an open state to enter. Transverse momentum is conserved at the flat interface. Let $v_1$ and $v_2$ be the normal velocities in metal and semiconductor. For a wave incident from the metal with reflected amplitude $r$ and transmitted amplitude $s$, continuity of $\psi$ and of $\psi'/m$ gives

$$
1+r=s,\qquad v_1(1-r)=v_2s
\quad\Longrightarrow\quad s=\frac{2v_1}{v_1+v_2}.
$$

The transmission is the ratio of fluxes,

$$
T=\frac{v_2}{v_1}s^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
$$

At normal incidence $v_1:v_2=13.55:(1.436/0.2)=13.55:7.18$, and $T=0.91$. Towards grazing incidence in the semiconductor $v_2\to0$ and $T\to0$. The disc average is

$$
\langle T\rangle=\int_0^1T(u)\,du=0.738,\qquad u=\frac{k_\parallel^2}{k_F^2},
$$

and $\rho=\rho_{\min}/0.738=1.07\times10^{-9}\ \Omega\,\mathrm{cm^2}$.

**Depletion barrier.** Suppose interface states hold the band edge at the interface $\phi=0.3$ eV above the Fermi level. The band edge then rises by $\phi+E_F=0.693$ eV from bulk to interface. Assume complete depletion over a width $W$, leaving uniform positive charge of density $n$, and let $\epsilon$ be the permittivity. The electron potential energy satisfies $U''=e^2n/\epsilon$, with $U=U'=0$ at $z=W$. Integrating twice,

$$
U(z)=\frac{e^2n}{2\epsilon}(W-z)^2,\qquad
W=\sqrt{\frac{2\epsilon(\phi+E_F)}{e^2n}}.
$$

A relative permittivity of 9 gives $W=2.63$ nm and an interface field of 5.3 MV/cm. At normal incidence the classically forbidden part, where $U>E_F$, has length

$$
W\left(1-\sqrt{\frac{E_F}{\phi+E_F}}\right)=0.65\ \mathrm{nm}.
$$

To find $T$, cut the barrier into thin layers of constant $U$ and thickness $d$. In each layer $k=\sqrt{2m(E_F-U)-k_\parallel^2}$, which may be imaginary. With $\chi=\psi'/m$, the solution at the left face follows from that at the right face:

$$
\begin{pmatrix}\psi\\ \chi\end{pmatrix}_{\!\rm left}=
\begin{pmatrix}\cos kd&-(m/k)\sin kd\\(k/m)\sin kd&\cos kd\end{pmatrix}
\begin{pmatrix}\psi\\ \chi\end{pmatrix}_{\!\rm right}.
$$

Start from an outgoing wave in the semiconductor, $\psi=1$, $\chi=iv_2$, and carry it back to the metal. There the incident amplitude is $a=\tfrac12[\psi+\chi/(iv_1)]$, and $T=(v_2/v_1)/|a|^2$.

The result is $T=0.379$ near normal incidence but $\langle T\rangle=0.162$. Oblique electrons do worse because their forbidden region is set by $U>E_F-k_\parallel^2/2m$: it is longer, and the decay within it is faster. The resistivity is $4.85\times10^{-9}\ \Omega\,\mathrm{cm^2}$, about six times the bound.

Complete depletion is a rough assumption here. Over the outer three quarters of $W$ the band edge lies below the Fermi level, so electrons remain there and offset part of the positive charge. Including them in the Thomas–Fermi approximation lengthens the forbidden part at normal incidence from 0.65 to 0.78 nm. The resistivity becomes about $7.4\times10^{-9}\ \Omega\,\mathrm{cm^2}$, roughly nine times the bound.

**Silicon.** Each of six equivalent valleys holds $n/6$. Define $k_0^3=3\pi^2n/6$ and $m_d=(m_t^2m_l)^{1/3}$, where $m_t$ and $m_l$ are the transverse and longitudinal masses. The semi-axes of a Fermi ellipsoid are $k_{t,l}=k_0\sqrt{m_{t,l}/m_d}$, which preserves its volume since $k_t^2k_l=k_0^3$. For current along a cubic axis, two valleys project onto areas $\pi k_t^2$ and four onto $\pi k_tk_l$. Relative to the single-valley area $\pi k_F^2$, with $k_0^2=k_F^2/6^{2/3}$, the number of channels is

$$
\frac{2m_t+4\sqrt{m_tm_l}}{6^{2/3}m_d}=1.93
$$

for rough masses $m_t=0.19\,m_0$ and $m_l=0.92\,m_0$. The bound for silicon at this density is therefore $4.07\times10^{-10}\ \Omega\,\mathrm{cm^2}$. The silicon Fermi energy is only 0.074 eV, so temperature is not negligible here: the bound rises by about 10% at 300 K and 16% at 400 K. The answer to (a) is specific to one isotropic valley. To reach the silicon bound at a flat interface, the metal must offer two outgoing states per spin at each $\mathbf k_\parallel$ shared by the two valleys along the normal. The free-electron metal used above, with a Fermi energy of 7 eV, offers only one on an unreconstructed (001) face, whose shortest surface reciprocal vector, $16.4\ \mathrm{nm^{-1}}$, exceeds the metal's Fermi wave number; this limits the factor 1.93 to about 1.75. A $2\times1$ reconstruction halves that vector, opens further metal states and lifts this limit.

## Table of cases

The ratio is taken to $\rho_{\min}$ at $10^{20}\ \mathrm{cm^{-3}}$. All rows are at zero temperature.

| Case | $n$ (cm⁻³) | $\rho$ (Ω cm²) | Ratio |
|---|---:|---:|---:|
| One valley, perfect | $10^{19}$ | $3.65\times10^{-9}$ | 4.64 |
| One valley, perfect | $10^{20}$ | $7.87\times10^{-10}$ | 1 |
| One valley, perfect | $10^{21}$ | $1.69\times10^{-10}$ | 0.215 |
| Per contact, long sample | $10^{20}$ | $4.19\times10^{-10}$ | 0.533 |
| Metal, no barrier | $10^{20}$ | $1.07\times10^{-9}$ | 1.36 |
| Metal, 0.3 eV barrier, complete depletion | $10^{20}$ | $4.85\times10^{-9}$ | 6.16 |
| Silicon, perfect | $10^{20}$ | $4.07\times10^{-10}$ | 0.517 |

## Relation to a real contact

The mass, permittivity and mobility are rough values in the regime of heavily doped indium oxide, a transistor channel material with a single, nearly isotropic valley. The metal Fermi energy and the barrier are model choices. For these numbers the assumption that matters most is perfect transmission: the barrier raises the resistivity sixfold, while operation at 400 K raises the bound by less than 1%. The sixfold figure is itself only an estimate of size: it assumes complete depletion, and electrons remaining in the layer raise it to about nine. The mean donor spacing, $n^{-1/3}\approx2.2$ nm, is close to the depletion width, so uniform charge is a crude description. Image forces are left out as well, and they are not small at this field: a classical image potential with the same permittivity brings the barrier top to within 0.04 eV of the Fermi level and lowers either barrier resistivity by 25 to 40%, depending on how its divergence at the metal is cut off. With a permittivity of 4, closer to a high-frequency value, the top falls below the Fermi level and the reduction is about 45 to 60%. Interface disorder and the metal's actual bands are also omitted. If the bands bend downwards at the interface instead, this depletion barrier is absent. A device in which current enters the contact sideways needs a separate treatment of current spreading. The numerical output lists the model inputs.

## Values computed for the example and the checks

```
Electron density: 1e+20 cm^-3
Effective mass (rough): 0.2 m0
Relative permittivity (rough): 9
Mobility (rough): 50 cm2/Vs
Fermi wave number: 1.436 nm^-1
Fermi wave number, atomic units: 0.07599 1/bohr
Fermi energy above band edge: 0.3928 eV
Modes per area, one spin: 0.1641 nm^-2
Conductance quantum 2e^2/h: 77.48 microsiemens
Bound, atomic units: 6837 hbar bohr^2/e^2
BOUND on contact resistivity: 7.866e-10 ohm cm2
Bound from current integral, nonparabolic 0.5/eV: 7.866e-10 ohm cm2
Contact side: 20 nm
Modes in that contact, one spin: 65.6
Least resistance of that contact: 196.6 ohm
Bound at 1e19 cm^-3: 3.65e-09 ohm cm2
Bound at 1e21 cm^-3: 1.69e-10 ohm cm2
Box count of modes / derived number: 1.0007
Increase of bound at 300 K: 0.36 percent
Increase of bound at 400 K: 0.65 percent
Mean free path: 4.73 nm
Film thickness with resistance of the bound: 6.30 nm
Slab: slope of R*A/rho_min per mean free path: 0.7500
Slab: intercept of R*A/rho_min: 1.066
Share of rho_min per contact, long sample: 0.533
Extrapolated resistivity per perfect contact: 4.19e-10 ohm cm2
Slab of 2 mean free paths, kinetic transmission: 0.390
Same slab, random-walk transmission: 0.389
Silicon longitudinal mass (rough): 0.92 m0
Silicon transverse mass (rough): 0.19 m0
Silicon modes / single-valley modes, same density: 1.934
Silicon bound at same density: 4.07e-10 ohm cm2
Metal Fermi energy (model): 7 eV
Metal Fermi wave number: 13.55 nm^-1
Mean transmission, no barrier: 0.738
Resistivity, no barrier: 1.07e-09 ohm cm2
Barrier above Fermi level (model): 0.3 eV
Total band bending: 0.693 eV
Depletion width: 2.63 nm
Field at the interface: 5.28 MV/cm
Tunnelling distance at Fermi level, normal: 0.65 nm
Transmission near normal incidence, barrier: 0.379
Mean transmission, barrier: 0.162
Resistivity, barrier: 4.85e-09 ohm cm2
Resistivity with barrier / bound: 6.16
```
